# Self-Consistent Linear Response and Ground-State Mixing Share One Operator: test program

```python
"""Result under test: static self-consistent response solves
    (1 - chi0 K) dP = chi0 w,
and 1 - chi0 K is also minus the Jacobian of the ground-state SCF residual.
In a crystal it splits into blocks labelled by the wavevector q.
chi0: independent-particle response; K: derivative of the mean-field
Hamiltonian with respect to the density (or density matrix); w: perturbation.
lam: eigenvalues of 1 - chi0 K; mixing a gives error factors 1 - a*lam.
Part A: periodic chain, energies in units of the hopping t.
Part B: CH3 radical, UHF/6-31G, Hartree atomic units.
"""
import numpy as np
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants
from pyscf import gto, scf

rng = np.random.default_rng(7)


def mix_to_fixed_point(step, start, mixing, tol):
    x = np.array(start, dtype=float)
    for count in range(3000):
        residual = step(x) - x
        if np.max(np.abs(residual)) < tol:
            return x, count
        x = x + mixing * residual
    raise RuntimeError("fixed point not reached")


# ---------------- Part A: periodic chain ----------------
n_cells, n_sites, n_occ = 16, 4, 2
length = n_cells * n_sites
hopping, repulsion, decay, exchange = 1.0, 4.0, 4.0, 2.0
site_energy = np.array([0.30, -0.20, 0.20, -0.30])
distance = np.arange(length)
kernel = sum(repulsion * np.exp(-np.abs(distance + length * image) / decay)
             for image in range(-4, 5))
cells = np.arange(n_cells)


def hartree_block(m):
    q = 2 * np.pi * m / n_cells
    block = np.zeros((n_sites, n_sites), dtype=complex)
    for s in range(n_sites):
        for p in range(n_sites):
            block[s, p] = np.sum(kernel[(n_sites * cells + s - p) % length]
                                 * np.exp(-1j * q * cells))
    return block


def bloch_hamiltonian(j, potential):
    k = 2 * np.pi * j / n_cells
    h = np.diag(potential).astype(complex)
    for s in range(n_sites - 1):
        h[s, s + 1] = h[s + 1, s] = -hopping
    h[-1, 0] += -hopping * np.exp(1j * k)
    h[0, -1] += -hopping * np.exp(-1j * k)
    return h


hartree_zero = hartree_block(0).real


def cell_potential(n):
    return site_energy + hartree_zero @ n - exchange * np.cbrt(n)


def cell_map(n):
    v = cell_potential(n)
    out = np.zeros(n_sites)
    for j in range(n_cells):
        orbitals = np.linalg.eigh(bloch_hamiltonian(j, v))[1][:, :n_occ]
        out += 2 * np.sum(np.abs(orbitals)**2, axis=1) / n_cells
    return out


n_cell, _ = mix_to_fixed_point(cell_map, np.ones(n_sites), 0.5, 1e-13)
v_cell = cell_potential(n_cell)
bands = [np.linalg.eigh(bloch_hamiltonian(j, v_cell)) for j in range(n_cells)]
gap = (min(b[0][n_occ] for b in bands) - max(b[0][n_occ - 1] for b in bands))
assert gap > 0.05

# Supercell ground-state map, written without Bloch's theorem
ring = np.zeros((length, length))
for i in range(length):
    ring[i, (i + 1) % length] = ring[(i + 1) % length, i] = -hopping
hartree_ring = kernel[(distance[:, None] - distance[None, :]) % length]


def ring_map(n, extra=0.0):
    v = (np.tile(site_energy, n_cells) + hartree_ring @ n
         - exchange * np.cbrt(n) + extra)
    orbitals = np.linalg.eigh(ring + np.diag(v))[1][:, :n_occ * n_cells]
    return 2 * np.sum(orbitals**2, axis=1)


n_ring = np.tile(n_cell, n_cells)
assert np.max(np.abs(ring_map(n_ring) - n_ring)) < 1e-10


def chi0_block(m):
    chi = np.zeros((n_sites, n_sites), dtype=complex)
    for j in range(n_cells):
        e1, u1 = bands[j]
        e2, u2 = bands[(j + m) % n_cells]
        for a in range(n_sites):
            for b in range(n_sites):
                df = int(a < n_occ) - int(b < n_occ)
                if df:
                    pair = u1[:, a].conj() * u2[:, b]
                    chi += (2 * df / (n_cells * (e1[a] - e2[b]))
                            * np.outer(pair, pair.conj()))
    return chi


def kernel_block(m):
    return hartree_block(m) + np.diag(-exchange / 3 * n_cell**(-2 / 3))


dielectric = [np.eye(n_sites) - chi0_block(m) @ kernel_block(m)
              for m in range(n_cells)]
spectra = [np.linalg.eigvals(d) for d in dielectric]
assert max(np.max(np.abs(s.imag)) for s in spectra) < 1e-7
spectra = [np.sort(s.real) for s in spectra]
assert min(s[0] for s in spectra) > 0
assert np.min(np.abs(spectra[0] - 1)) < 1e-8
kernel_min = np.linalg.eigvalsh(kernel_block(0))[0]
assert kernel_min < 0

# The union of the q blocks is the spectrum of the supercell SCF Jacobian
step = 1e-5
jacobian = np.zeros((length, length))
for i in range(length):
    d = np.zeros(length)
    d[i] = step
    jacobian[:, i] = (ring_map(n_ring + d) - ring_map(n_ring - d)) / (2 * step)
ring_spectrum = np.sort((1 - np.linalg.eigvals(jacobian)).real)
union_error = np.max(np.abs(ring_spectrum - np.sort(np.concatenate(spectra))))
assert union_error < 1e-5

m_star = int(np.argmax([s[-1] for s in spectra[:n_cells // 2 + 1]]))
assert 0 < m_star < n_cells // 2
q_star = 2 * np.pi * m_star / n_cells
chi_star, k_star = chi0_block(m_star), kernel_block(m_star)
w = np.array([1.0, 0.0, 0.0, 0.0])
bare = chi_star @ w
response = np.linalg.solve(dielectric[m_star], bare)

# Sternheimer equation gives the same independent-particle response
sternheimer = np.zeros(n_sites, dtype=complex)
for j in range(n_cells):
    e1, u1 = bands[j]
    target = (j + m_star) % n_cells
    occupied = bands[target][1][:, :n_occ]
    projector = occupied @ occupied.conj().T
    for a in range(n_occ):
        matrix = (bloch_hamiltonian(target, v_cell) + 20 * projector
                  - e1[a] * np.eye(n_sites))
        du = np.linalg.solve(matrix,
                             -(np.eye(n_sites) - projector) @ (w * u1[:, a]))
        sternheimer += 4 / n_cells * u1[:, a].conj() * du
assert np.max(np.abs(sternheimer - bare)) < 1e-9

# Response at q against fully nonlinear perturbed supercell ground states
phase = np.exp(1j * q_star * cells)
wave = 2 * np.real(np.outer(phase, w)).ravel()
strength = 1e-4
plus, _ = mix_to_fixed_point(lambda n: ring_map(n, strength * wave),
                             n_ring, 0.5, 1e-12)
minus, _ = mix_to_fixed_point(lambda n: ring_map(n, -strength * wave),
                              n_ring, 0.5, 1e-12)
difference = ((plus - minus) / (2 * strength)).reshape(n_cells, n_sites)
response_fd = phase.conj() @ difference / n_cells
assert np.max(np.abs(response_fd - response)) < 1e-5

# Step-by-step bound in the norm of the inverse of -chi0(q)
low, high = spectra[m_star][0], spectra[m_star][-1]
best_star = 2 / (low + high)
rate_star = (high - low) / (high + low)
metric = np.linalg.inv(-chi_star)


def metric_norm(x):
    return np.sqrt(np.real(x.conj() @ metric @ x))


def response_step(x, mixing):
    return x + mixing * (chi_star @ (w + k_star @ x) - x)


x = np.zeros(n_sites, dtype=complex)
initial_error = metric_norm(response)
for n in range(1, 21):
    x = response_step(x, best_star)
    assert (metric_norm(x - response)
            <= rate_star**n * initial_error * (1 + 1e-6) + 1e-11)

# One mixing value: unit-cell loop converges, q response and supercell diverge
limit_zero, limit_star = 2 / spectra[0][-1], 2 / high
shared = np.sqrt(limit_zero * limit_star)
cell_again, cell_steps = mix_to_fixed_point(
    cell_map, n_cell + 0.01 * rng.standard_normal(n_sites), shared, 1e-10)
assert np.max(np.abs(cell_again - n_cell)) < 1e-8
growth = abs(1 - shared * high)
assert growth > 1
x = np.zeros(n_sites, dtype=complex)
for n in range(40):
    previous = np.linalg.norm(x - response)
    x = response_step(x, shared)
growth_response = np.linalg.norm(x - response) / previous
assert abs(growth_response - growth) < 1e-5 * growth
values, vectors = np.linalg.eig(dielectric[m_star])
mode = vectors[:, np.argmax(values.real)]
shift = np.real(np.outer(phase, mode)).ravel()
n = n_ring + 1e-7 * shift
start_norm = np.linalg.norm(n - n_ring)
for _ in range(6):
    n = n + shared * (ring_map(n) - n)
growth_ring = (np.linalg.norm(n - n_ring) / start_norm)**(1 / 6)
assert abs(growth_ring - growth) < 1e-3 * growth

# ---------------- Part B: CH3 radical, UHF ----------------
bond = 1.08
atoms = [["C", (0, 0, 0)]] + [
    ["H", (bond * np.cos(t), bond * np.sin(t), 0)]
    for t in (0, 2 * np.pi / 3, 4 * np.pi / 3)]
mol = gto.M(atom=atoms, basis="6-31g", spin=1, verbose=0)
overlap = mol.intor("int1e_ovlp")
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
position = mol.intor("int1e_r")[0]
eri = mol.intor("int2e")
n_ao = mol.nao
electrons = mol.nelec


def two_electron(p):
    coulomb = np.einsum("pqrs,rs->pq", eri, p[0] + p[1])
    return np.array([coulomb - np.einsum("prqs,rs->pq", eri, ps) for ps in p])


def aufbau(fock):
    out = []
    for f, count in zip(fock, electrons):
        c = eigh(f, overlap)[1][:, :count]
        out.append(c @ c.T)
    return np.array(out)


def uhf_map(p, h=core):
    return aufbau(h + two_electron(p))


mean_field = scf.UHF(mol)
mean_field.conv_tol = 1e-11
mean_field.kernel()
assert mean_field.converged
p_star, _ = mix_to_fixed_point(uhf_map, mean_field.make_rdm1(), 0.7, 1e-11)


def energy(p):
    return (0.5 * np.sum(p * (2 * core + two_electron(p)))
            + mol.energy_nuc())


fock_star = core + two_electron(p_star)
levels, coefficients = zip(*[eigh(f, overlap) for f in fock_star])
sizes = [c * (n_ao - c) for c in electrons]
dimension = sum(sizes)
gaps = np.concatenate([
    (e[None, c:] - e[:c, None]).ravel() for e, c in zip(levels, electrons)])
assert np.min(gaps) > 0


def split(u):
    parts = np.split(u, [sizes[0]])
    return [x.reshape(c, n_ao - c) for x, c in zip(parts, electrons)]


def to_density(u):
    out = []
    for x, c, count in zip(split(u), coefficients, electrons):
        d = c[:, :count] @ x @ c[:, count:].T
        out.append(d + d.T)
    return np.array(out)


def to_pairs(operators):
    return np.concatenate([
        (c[:, :count].T @ f @ c[:, count:]).ravel()
        for f, c, count in zip(operators, coefficients, electrons)])


coupling = np.array([to_pairs(two_electron(to_density(unit)))
                     for unit in np.eye(dimension)]).T
assert np.max(np.abs(coupling - coupling.T)) < 1e-9
root = np.sqrt(gaps)
symmetric = np.eye(dimension) + coupling / np.outer(root, root)
symmetric = (symmetric + symmetric.T) / 2
lam, modes = np.linalg.eigh(symmetric)
hessian_min = np.linalg.eigvalsh(np.diag(gaps) + coupling)[0]
assert lam[0] > 0 and hessian_min > 0

# CPHF eigenmodes are eigenmodes of the nonlinear ground-state map
for index in (0, -1):
    u = modes[:, index] / root
    d = to_density(u / np.linalg.norm(u))
    h = 1e-4
    change = (uhf_map(p_star + h * d) - uhf_map(p_star - h * d)) / (2 * h)
    assert np.max(np.abs(change - (1 - lam[index]) * d)) < 1e-4

# Orbital-rotation energy gives the Hessian D + K
u = rng.standard_normal(dimension)
u /= np.linalg.norm(u)


def rotated_energy(t):
    out = []
    for x, c, count in zip(split(u), coefficients, electrons):
        generator = np.zeros((n_ao, n_ao))
        generator[count:, :count] = x.T
        generator[:count, count:] = -x
        occupied = (c @ expm(t * generator))[:, :count]
        out.append(occupied @ occupied.T)
    return energy(np.array(out))


t = 3e-3
curvature = (rotated_energy(t) + rotated_energy(-t)
             - 2 * rotated_energy(0)) / (2 * t**2)
curvature_formula = u @ (gaps * u + coupling @ u)
assert abs(curvature - curvature_formula) < 1e-3 * curvature_formula

# Polarizability: coupled response against finite electric fields
x_pairs = to_pairs([position, position])
u_bare = -x_pairs / gaps
u_full = np.linalg.solve(np.eye(dimension) + coupling / gaps[:, None], u_bare)
alpha_bare, alpha_full = -2 * x_pairs @ u_bare, -2 * x_pairs @ u_full
field = 2e-4
dipoles = []
for sign in (1, -1):
    h_field = core + sign * field * position
    p, _ = mix_to_fixed_point(lambda y: uhf_map(y, h_field),
                              p_star, 0.7, 1e-11)
    dipoles.append(-np.sum(p * position))
alpha_fd = (dipoles[0] - dipoles[1]) / (2 * field)
assert abs(alpha_fd - alpha_full) < 1e-4 * alpha_full

# Simple mixing and GMRES in the metric that makes the operator symmetric
rhs = root * u_bare
rhs_norm = np.linalg.norm(rhs)
kappa = lam[-1] / lam[0]
best = 2 / (lam[0] + lam[-1])
rate = (kappa - 1) / (kappa + 1)
target = 1e-8
y, simple_steps = np.zeros(dimension), 0
while True:
    residual = rhs - symmetric @ y
    relative = np.linalg.norm(residual) / rhs_norm
    assert relative <= rate**simple_steps * (1 + 1e-8) + 1e-13
    if relative < target:
        break
    y = y + best * residual
    simple_steps += 1
    assert simple_steps < 5000
simple_bound = int(np.ceil(np.log(target) / np.log(rate)))

krylov_rate = (np.sqrt(kappa) - 1) / (np.sqrt(kappa) + 1)
basis = [rhs / rhs_norm]
gmres_iterates = [np.zeros(dimension)]
while True:
    v = np.array(basis).T
    y = v @ np.linalg.lstsq(symmetric @ v, rhs, rcond=None)[0]
    gmres_iterates.append(y)
    gmres_steps = len(basis)
    relative = np.linalg.norm(rhs - symmetric @ y) / rhs_norm
    assert relative <= 2 * krylov_rate**gmres_steps + 1e-12
    if relative < target:
        break
    new = symmetric @ basis[-1]
    for _ in range(2):
        new = new - v @ (v.T @ new)
    basis.append(new / np.linalg.norm(new))
    assert gmres_steps < dimension
krylov_bound = int(np.ceil(np.log(target / 2) / np.log(krylov_rate)))

# Full-history Anderson mixing reproduces GMRES before its mixing step
points, residuals = [np.zeros(dimension)], [rhs.copy()]
anderson_error = 0.0
anderson_checked = min(6, gmres_steps)
for n in range(1, anderson_checked + 1):
    next_point = points[-1] + best * residuals[-1]
    if n > 1:
        next_point = averaged + best * averaged_residual
    points.append(next_point)
    residuals.append(rhs - symmetric @ next_point)
    dx = np.diff(np.array(points), axis=0).T
    dr = np.diff(np.array(residuals), axis=0).T
    weights = np.linalg.lstsq(dr, residuals[-1], rcond=None)[0]
    averaged = points[-1] - dx @ weights
    averaged_residual = residuals[-1] - dr @ weights
    anderson_error = max(anderson_error,
                         np.linalg.norm(averaged - gmres_iterates[n])
                         / np.linalg.norm(gmres_iterates[n]))
assert anderson_error < 1e-7

# ---------------- Printed numbers ----------------
print("A: PERIODIC CHAIN (energies in t, densities in electrons/site)")
print(f"cells {n_cells}, sites per cell {n_sites}, "
      f"electrons per cell {2 * n_occ}")
print(f"hopping {hopping:.1f} t, repulsion {repulsion:.1f} t, "
      f"decay length {decay:.1f} sites")
print(f"exchange strength c {exchange:.1f} t, potential -c n^(1/3)")
print("site energies (t):", np.round(site_energy, 2))
print("ground-state site densities:", np.round(n_cell, 4))
print(f"band gap {gap:.4f} t")
print(f"lowest eigenvalue of K(0) {kernel_min:.4f} t")
print("q index m (q = 2 pi m/16 per cell), lam_min, lam_max:")
for m in range(n_cells // 2 + 1):
    print(f"  {m}  {spectra[m][0]:.4f}  {spectra[m][-1]:.4f}")
print(f"largest spectrum difference, blocks vs supercell {union_error:.1e}")
print(f"q index with largest lam {m_star}, q {q_star:.4f} rad/cell")
print("perturbation amplitude on sites (t):", w)
print(f"site-1 bare response {bare[0].real:.5f} electrons/t")
print(f"site-1 full response {response[0].real:.5f} electrons/t")
print(f"site-1 supercell finite difference {response_fd[0].real:.5f} "
      "electrons/t")
print(f"mixing limit at q=0 {limit_zero:.4f}")
print(f"mixing limit at chosen q {limit_star:.4f}")
print(f"best mixing at chosen q {best_star:.4f}, contraction {rate_star:.4f}")
print(f"shared mixing {shared:.4f}; unit-cell loop converges in "
      f"{cell_steps} steps")
print(f"growth per step: formula {growth:.4f}, response loop "
      f"{growth_response:.4f}")
print(f"growth per step: supercell ground-state loop {growth_ring:.4f}")
print("B: CH3 RADICAL, UHF/6-31G (atomic units unless stated)")
print(f"C-H length {bond:.2f} angstrom, planar, angles 120 degrees")
print(f"basis functions {n_ao}, alpha/beta electrons "
      f"{electrons[0]}/{electrons[1]}")
print(f"occupied-virtual pairs {dimension}")
print(f"total energy {energy(p_star):.6f} hartree")
print(f"smallest orbital gap {np.min(gaps):.4f} hartree")
print(f"smallest Hessian eigenvalue {hessian_min:.4f} hartree")
print(f"lam_min {lam[0]:.4f}, lam_max {lam[-1]:.4f}, kappa {kappa:.4f}")
print(f"mixing limit {2 / lam[-1]:.4f}, best mixing {best:.4f}")
print(f"contraction: simple {rate:.4f}, Krylov bound {krylov_rate:.4f}")
print(f"in-plane polarizability, uncoupled {alpha_bare:.4f} bohr^3")
print(f"in-plane polarizability, CPHF {alpha_full:.4f} bohr^3")
print(f"in-plane polarizability, finite field {alpha_fd:.4f} bohr^3")
bohr = physical_constants["Bohr radius"][0] * 1e10
print(f"CPHF polarizability {alpha_full * bohr**3:.4f} angstrom^3")
print(f"relative residual target {target:.0e}")
print(f"simple mixing steps {simple_steps}, bound {simple_bound}")
print(f"GMRES steps {gmres_steps}, bound {krylov_bound}")
print(f"Anderson-GMRES relative difference {anderson_error:.1e} "
      f"over {anderson_checked} steps")
print("OK")
```

It prints:

```
A: PERIODIC CHAIN (energies in t, densities in electrons/site)
cells 16, sites per cell 4, electrons per cell 4
hopping 1.0 t, repulsion 4.0 t, decay length 4.0 sites
exchange strength c 2.0 t, potential -c n^(1/3)
site energies (t): [ 0.3 -0.2  0.2 -0.3]
ground-state site densities: [0.6655 1.3026 0.699  1.333 ]
band gap 0.6154 t
lowest eigenvalue of K(0) -0.2113 t
q index m (q = 2 pi m/16 per cell), lam_min, lam_max:
  0  0.8513  1.1483
  1  0.8537  1.5402
  2  0.8610  2.2541
  3  0.8713  2.4605
  4  0.8830  2.3450
  5  0.8953  2.1349
  6  0.9079  1.9277
  7  0.9206  1.7515
  8  0.9310  1.6223
largest spectrum difference, blocks vs supercell 1.7e-09
q index with largest lam 3, q 1.1781 rad/cell
perturbation amplitude on sites (t): [1. 0. 0. 0.]
site-1 bare response -0.35863 electrons/t
site-1 full response -0.36166 electrons/t
site-1 supercell finite difference -0.36166 electrons/t
mixing limit at q=0 1.7418
mixing limit at chosen q 0.8128
best mixing at chosen q 0.6003, contraction 0.4770
shared mixing 1.1899; unit-cell loop converges in 18 steps
growth per step: formula 1.9277, response loop 1.9277
growth per step: supercell ground-state loop 1.9277
B: CH3 RADICAL, UHF/6-31G (atomic units unless stated)
C-H length 1.08 angstrom, planar, angles 120 degrees
basis functions 15, alpha/beta electrons 5/4
occupied-virtual pairs 94
total energy -39.546514 hartree
smallest orbital gap 0.6379 hartree
smallest Hessian eigenvalue 0.2990 hartree
lam_min 0.3339, lam_max 1.3093, kappa 3.9213
mixing limit 1.5275, best mixing 1.2171
contraction: simple 0.5936, Krylov bound 0.3289
in-plane polarizability, uncoupled 8.8273 bohr^3
in-plane polarizability, CPHF 11.6267 bohr^3
in-plane polarizability, finite field 11.6267 bohr^3
CPHF polarizability 1.7229 angstrom^3
relative residual target 1e-08
simple mixing steps 22, bound 36
GMRES steps 10, bound 18
Anderson-GMRES relative difference 6.5e-16 over 6 steps
OK
```
